# Carrier lifetime in a slab with infinitely fast surface recombination

## The argument under review

The manuscript considers a p-type silicon wafer with bare or metal-covered faces. It starts from the surface lifetime $\tau=W/(2S)$, where $W$ is the thickness and $S$ the surface recombination velocity of each face. It then lets $S$ grow without limit, obtains $\tau=0$, and concludes that excess electrons vanish at once throughout the wafer. A measured lifetime of a few microseconds is then taken as proof that $S$ is only a few thousand cm/s.

The starting formula has a range of validity, and the limit leaves it. The question to settle is how long carriers in the interior survive when every carrier that reaches a face is lost.

## What an infinite $S$ prescribes

Let $n(x,t)$ be the excess electron density in $0<x<W$. I assume a uniform slab, wide compared with its thickness, with few excess electrons compared with holes (low injection) and no field in the interior. With diffusivity $D$ and bulk lifetime $\tau_b$,

$$\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b}.$$

The particle current along $+x$ is $-D\,\partial n/\partial x$. The definition of $S$ is that the outward current at a face equals $S$ times the density there. Outward means $-x$ at the left face and $+x$ at the right face, so

$$D\,n'(0)=S\,n(0),\qquad -D\,n'(W)=S\,n(W).$$

Put $n=e^{-t/\tau_b}u$. The time derivative of the exponential gives $-n/\tau_b$, which cancels the bulk term. What remains is $\partial u/\partial t=D\,\partial^2u/\partial x^2$ with the same face conditions. Bulk loss therefore adds $1/\tau_b$ to every decay rate found below.

Now integrate the equation for $u$ over the slab, with $N=\int_0^W u\,dx=W\bar u$:

$$\frac{dN}{dt}=D\,[u'(W)-u'(0)]=-S\,[u(0)+u(W)].$$

If the face densities equal the mean density $\bar u$, the right side is $-2S\bar u=-(2S/W)N$, and the manuscript's formula follows. That equality needs diffusion fast enough to keep the profile flat. When $S$ is large, the face condition in the form $u(0)=(D/S)\,u'(0)$ shows what happens instead: for a finite gradient, the face density falls as $1/S$. The product $S\,u(0)$, which is the loss current, stays finite. In the limit, the condition is $u=0$ at the faces. It says nothing of the kind about the interior.

## The slowest decay

Measure position from the midplane, $y=x-W/2$, and try the even solution

$$u=e^{-t/\tau}\cos\!\left(\frac{2\theta y}{W}\right),\qquad \frac1\tau=D\left(\frac{2\theta}{W}\right)^2,$$

where the second relation comes from inserting the first into the diffusion equation. At $y=W/2$ the cosine's argument is $\theta$, and the face condition reads $D(2\theta/W)\sin\theta=S\cos\theta$, or

$$\theta\tan\theta=\frac{SW}{2D}.$$

On $0<\theta<\pi/2$ the left side rises from zero to infinity, so there is one root for each positive $S$. The next even root lies above $\pi$, where the tangent is positive again. Odd solutions $\sin(2\theta y/W)$ require $\theta\cot\theta=-SW/(2D)$, whose first root lies between $\pi/2$ and $\pi$. No mode can grow or stay constant: for a mode of rate $\lambda$, multiplying $-Du''=\lambda u$ by $u$ and integrating by parts gives

$$\lambda\int_0^W u^2dx=D\int_0^W u'^2dx+S\,[u(0)^2+u(W)^2]>0.$$

The root below $\pi/2$ is therefore the slowest mode, with

$$\tau_1=\frac{W^2}{4D\theta^2}.$$

As $S\to\infty$ the root tends to $\theta=\pi/2$, the profile becomes $\sin(\pi x/W)$, and

$$\tau_1\to\frac{W^2}{\pi^2D},\qquad \frac1\tau=\frac1{\tau_b}+\frac{\pi^2D}{W^2}.$$

This is the answer to the question: a diffusion time, set by the distance to the faces. I call $W^2/(\pi^2D)$ the floor, since raising $S$ raises $\theta$ and lowers $\tau_1$ towards this value.

If one face is perfectly passivated, its condition is $u'=0$. Reflecting the slab in that face gives a symmetric slab of thickness $2W$ with two sinks. Its slowest mode is even and so meets the condition at the mirror plane. The limiting time is then $(2W)^2/(\pi^2D)=4W^2/(\pi^2D)$.

## How the two times combine

The manuscript's $W/(2S)$ is one part of the correct time. Write

$$\frac1{\theta^2}=\frac{\cot\theta}{\theta}+g(\theta),\qquad g(\theta)=\frac{1-\theta\cot\theta}{\theta^2}.$$

The root condition gives $\cot\theta/\theta=1/(\theta\tan\theta)=2D/(SW)$. Multiplication by $W^2/(4D)$ yields

$$\tau_1=\frac{W}{2S}+\frac{W^2}{4D}\,g(\theta).$$

To bound $g$, take the logarithmic derivative of $\sin\theta=\theta\prod_{m\ge1}(1-\theta^2/m^2\pi^2)$ and multiply by $\theta$:

$$\theta\cot\theta=1-2\theta^2\sum_{m=1}^\infty\frac1{m^2\pi^2-\theta^2},\qquad g=2\sum_{m=1}^\infty\frac1{m^2\pi^2-\theta^2}.$$

Each term grows with $\theta$. At $\theta\to0$ the sum is $(2/\pi^2)(\pi^2/6)=1/3$. At $\theta=\pi/2$ the cotangent vanishes and $g=4/\pi^2$. Hence, for finite positive $S$,

$$\frac{W}{2S}+\frac{W^2}{12D}<\tau_1<\frac{W}{2S}+\frac{W^2}{\pi^2D}.$$

The upper bound is a convenient approximation. Its excess relative to the true time is

$$\theta^2\left(\frac4{\pi^2}-g\right)=\frac{4\theta^2}{\pi^2}-1+\theta\cot\theta,$$

which vanishes at both ends of the range and reaches 5.1% near $SW/D=5.1$. The two bounds together show when $W/(2S)$ alone suffices. Their added terms are $SW/(6D)$ and $2SW/(\pi^2D)$ times as large as $W/(2S)$. These differ by only a factor of 1.2, so the condition is $SW/(6D)\ll1$. The manuscript's limit goes the opposite way.

## What does go to zero

The manuscript's intuition is right about the first instant. Let the initial density be uniform, $n_0$, with $S=\infty$ and bulk loss set aside. Near one face, before the other is felt, the solution is $u=n_0\,\mathrm{erf}(x/\sqrt{4Dt})$, which is zero at the face and $n_0$ far away. The number missing per unit area is

$$n_0\int_0^\infty \mathrm{erfc}\!\left(\frac{x}{\sqrt{4Dt}}\right)dx=n_0\frac{\sqrt{4Dt}}{\sqrt\pi}=2n_0\sqrt{\frac{Dt}{\pi}}.$$

Two faces remove the fraction $4\sqrt{Dt/\pi}/W$ of the total $n_0W$. Its time derivative, $2\sqrt{D/(\pi t)}/W$, diverges as $t\to0$. The apparent lifetime of the whole population, $-N/(dN/dt)$, therefore does start at zero.

The midplane behaves differently. Each face lowers the density there by $n_0\,\mathrm{erfc}[W/(4\sqrt{Dt})]$ at early times, so

$$\frac{u(W/2,t)}{n_0}\simeq1-2\,\mathrm{erfc}\!\left(\frac{W}{4\sqrt{Dt}}\right),$$

and this deficit is exponentially small while $\sqrt{Dt}\ll W/4$.

For later times, expand the uniform start in sines. The coefficient of $\sin(k\pi x/W)$ is $(2/W)\int_0^W n_0\sin(k\pi x/W)\,dx=4n_0/(k\pi)$ for odd $k$ and zero for even $k$. Each odd sine integrates to $2W/(k\pi)$ and decays at $k^2$ times the slowest rate. Thus

$$\frac{N(t)}{N(0)}=\sum_{k=1,3,5,\ldots}\frac{8}{\pi^2k^2}\,e^{-k^2t/\tau_1}.$$

The slowest mode holds $8/\pi^2$, or 81%, of the initial carriers. With $t$ and the apparent lifetime both in units of the floor, the evolution is:

| $t$ | total left | apparent lifetime | midplane density$/n_0$ |
|---|---|---|---|
| 0.01 | 0.928 | 0.258 | 1.000 |
| 0.10 | 0.773 | 0.680 | 0.999 |
| 0.30 | 0.607 | 0.925 | 0.915 |
| 1.00 | 0.298 | 1.000 | 0.468 |

At one tenth of the floor, 23% of the carriers have gone, yet the midplane has lost only about 0.1% of its density. A single "lifetime throughout the slab" does not exist at this stage. It emerges once the faster modes have died.

## A steady-state measurement gives another average

The manuscript should also say which lifetime it measures. Without bulk loss, steady uniform generation at rate $G$ obeys $Dn''=-G$ with the same face conditions. The solution is

$$n(x)=G\left[\frac{x(W-x)}{2D}+\frac{W}{2S}\right].$$

Indeed $n''=-G/D$, and at the left face $Dn'(0)=GW/2=S\,n(0)$; the right face follows by symmetry. Since the mean of $x(W-x)$ is $W^2/6$,

$$\frac{\bar n}{G}=\frac{W}{2S}+\frac{W^2}{12D}.$$

Integrating the transient equation over all time gives the same problem with $n_0$ in place of $G$, so this is also the time-integrated surviving fraction after a uniform pulse. At infinite $S$ it equals $\pi^2/12$ of the slowest time. It is shorter because the fast modes, which hold 19% of the carriers, contribute little to the integral.

## The wafer in numbers

Take $W=300$ µm, an acceptor density of $10^{16}$ cm$^{-3}$, an electron mobility of 1200 cm²/Vs, 300 K and $\tau_b=100$ µs. The Einstein relation $D=\mu k_BT/q$ gives $D=31.0$ cm²/s. With $W=0.030$ cm,

$$\frac{W^2}{\pi^2D}=\frac{9.0\times10^{-4}\ \mathrm{cm^2}}{\pi^2\times31.0\ \mathrm{cm^2/s}}=2.94\ \text{µs}.$$

Adding the bulk rate, $1/2.94+1/100$ in µs$^{-1}$, gives a late lifetime of 2.86 µs. One passivated face would raise the floor to 11.8 µs. The steady-state average at infinite $S$ is 2.42 µs, again without bulk loss.

With $W$ and $D$ held fixed and bulk loss omitted, the dependence on $S$ is:

| $S$ (cm/s) | $W/(2S)$ (µs) | $\tau_1$ (µs) |
|---|---|---|
| $10^2$ | 150 | 152 |
| $10^3$ | 15 | 17.5 |
| $10^4$ | 1.5 | 4.25 |
| $10^5$ | 0.15 | 3.06 |
| $10^7$ | 0.0015 | 2.94 |

At $10^2$ cm/s the manuscript's formula is good to about 2%. At $10^7$ cm/s it is too short by a factor of about 2000. As a test of the root condition, the flux balance was also discretized in 801 cells and its slowest eigenvalue computed for $SW/D$ from 0.1 to 1000; the decay times agreed to within 0.002%.

The inference of $S$ from the measured lifetime now collapses. Inserting 2.94 µs into $S=W/(2\tau)$ returns $0.030\ \mathrm{cm}/(5.88\ \text{µs})\approx5100$ cm/s. In terms of the model this number is $\pi^2D/(2W)$. It contains no property of the surface, and a perfect sink would produce it.

## Can $S$ be infinite?

A sink can take no more carriers than arrive. Suppose that carriers have speed $v$ and that their distribution over the direction cosine $\mu$ is nearly isotropic, $f(\mu)=n/2+3J\mu/(2v)$, where $J$ is the net current towards the face. Then $v\int_{-1}^{1}\mu f\,d\mu=J$, as required. The current of carriers moving away from the face is

$$v\int_{-1}^{0}|\mu| f\,d\mu=\frac{nv}{4}-\frac J2 .$$

A perfect sink returns nothing, so $J=nv/2$ and the effective $S$ is $v/2$ in this approximation. So large a current strains the assumption of near isotropy: the assumed $f$ becomes negative for $\mu<-2/3$. The value therefore needs an independent test.

I tested this with a kinetic calculation for carriers of one speed, scattered isotropically, in a slab 20 mean free paths thick between perfect sinks. The diffusion time with $S=v/2$ is 0.993 of the kinetic one. The choice $S=v/4$, which ignores the current's effect on the distribution, gives 1.119, and $S=\infty$ gives 0.873.

For silicon I estimate the ceiling as twice the thermal one-way speed through a (100) face, averaged over the six valleys with masses 0.916 and 0.19 of the free-electron mass. The result is $1.0\times10^7$ cm/s. The factor two was tested only for carriers of one speed; a thermal distribution in the six valleys with a constant collision time gives about $0.86\times10^7$ cm/s. In the wafer the ceiling lengthens the floor by 0.04 to 0.05%, so "infinite" is a sound idealization there.

## Comparison with real wafers

The parameters are rough typical values for a silicon wafer, and bare or metal-covered faces are the natural setting for large $S$, though not every bare face qualifies: a freshly HF-etched, hydrogen-terminated surface has a very low $S$. The assumption of low injection needs checking. When electrons and holes diffuse together, an internal field makes their currents equal. Eliminating that field from the two drift-diffusion currents, with equal density gradients, replaces $D$ by

$$D_a=\frac{(n+p)D_nD_p}{nD_n+pD_p},$$

where $n$ and $p$ are the total densities. With a hole mobility of 400 cm²/Vs, $D_a$ is 2% below $D$ where the excess electron density is 1% of the doping. Between sinks the density falls to zero at the faces, so the decay time shifts by less: about 0.9% when the peak density is 1% of the doping, and 1.4% when the mean density is. At high injection, $n\simeq p$, $D_a$ tends to $D/2$ and the time approaches twice the floor. With fixed mobilities the factor is about 1.5 when the mean excess equals the doping and 1.85 when it is ten times the doping. Temperature also matters: if the mobility falls as $T^{-2.4}$, a rough law, then $D\propto T^{-1.4}$ and the floor at 350 K is 24% longer. That exponent belongs to lightly doped silicon; at this doping impurity scattering weakens it to about $-2.1$, which gives roughly 18%. Surface depletion with 0.5 V of band bending extends 254 nm from each face. If its field sweeps electrons to the surface, the diffusion path shortens and the floor falls by 0.3%. The remaining estimates, for Auger and radiative loss, sample edges and degeneracy, are smaller still and appear in the numerical output.

## Thin photonic films

The manuscript extends its claim to a 220 nm silicon film. Keep $D$ fixed and assume flat bands. At $S=10^4$ cm/s, $W/(2S)=1.100$ ns and the model's full time is 1.101 ns. Here the manuscript's formula works, because $SW/(6D)$ is about 0.001.

With perfect sinks the diffusion floor would be 1.6 ps, but the film is only about five to six mean free paths thick, depending on how the path is defined. Including the ceiling on $S$ gives 2.5 ps, and the one-speed kinetic calculation gives 2.6 ps; a thermal six-valley distribution with a constant collision time gives 2.9 ps. Even this is a scale, not a prediction for a doped film. At the wafer's doping, the depletion width estimated above is 1.16 times the film thickness, and the dielectric relaxation time, 1.6 ps, is no longer short compared with the decay. A neutral, field-free interior cannot then be assumed.

## What the wafer data can support

Since $\tau_1$ falls steadily with $S$, a lifetime near the floor sets a lower limit on $S$. In the wafer above, $S=10^5$ cm/s lies 4% above the floor. A surface-limited time closer to the floor than that implies a larger $S$ only if the margin below 4% exceeds the combined error of the measured time, the bulk correction and the floor $W^2/(\pi^2D)$, in which an error of $W$ counts twice. A time 3% above the floor, for example, leaves a margin of only about 1%. The injection level and temperature must therefore be stated. Measuring wafers of different thickness with the same surfaces and material would test the interpretation: the surface-limited time grows as $W^2$ if diffusion controls it and as $W$ if surface capture does.

## Numbers as computed

```
SILICON WAFER (rough typical inputs)
thickness 300 um, temperature 300 K
mobility electrons 1200, holes 400 cm2/Vs
acceptors 1.0e+16 cm^-3, bulk lifetime 100 us
electron diffusivity D = 31.02 cm2/s
floor W^2/(pi^2 D) = 2.939 us
floor, one face passivated = 11.76 us
late lifetime, bulk loss included = 2.856 us
integrated survival W^2/(12 D) = 2.418 us
false S from W/(2 floor) = 5103 cm/s
S (cm/s) | W/(2S) (us) | exact time (us) | sum formula (us)
1e+01 | 1500 | 1502.4 | 1502.9
1e+02 | 150 | 152.43 | 152.94
1e+03 | 15 | 17.487 | 17.939
1e+04 | 1.5 | 4.2469 | 4.4395
1e+05 | 0.15 | 3.0623 | 3.0895
1e+06 | 0.015 | 2.9516 | 2.9545
1e+07 | 0.0015 | 2.9407 | 2.941
largest error of sum formula = 5.06 % at SW/D = 5.13
UNIFORM START, INFINITE S
t/floor | total left | apparent lifetime/floor | middle density
0.01 | 0.9282 | 0.2584 | 1.0000
0.10 | 0.7728 | 0.6804 | 0.9991
0.30 | 0.6066 | 0.9255 | 0.9149
1.00 | 0.2982 | 0.9997 | 0.4683
3.00 | 0.0404 | 1.0000 | 0.0634
share of carriers in slowest mode = 0.8106
NEGLECTED EFFECTS (change of the wafer's floor unless named)
bulk recombination: -2.86 %
kinetic ceiling S = 1.01e+07 cm/s: +0.041 %
injection 1 % of doping: +1.96 %
high injection: factor 2.00
350 K, mobility as T^-2.4: +24.1 %
depletion 254 nm per face at 0.5 V bending: -0.34 %
peak surface field = 0.039 MV/cm
dielectric relaxation time = 1.62 ps
Auger + radiative (rough): -0.044 %
edges of a 100 mm square: -0.0018 %
degeneracy, shift of D/mobility: 1.3e-04 %
SILICON FILM (flat bands, same D)
thickness 220 nm, mean free path 46.1 nm
diffusion floor = 1.58 ps
diffusion with kinetic ceiling = 2.54 ps
kinetic time between perfect sinks = 2.62 ps
S = 1e+04 cm/s: exact 1.1013 ns, W/(2S) 1.1000 ns
depletion width/film thickness = 1.16
KINETIC TEST, 20 free paths: time/kinetic time
S=v/4: 1.119, S=v/2: 0.993, S=inf: 0.873
```
